# Closing a ferroelectric minor loop through two reversal points

## Problem

A ferroelectric capacitor is described by its switchable polarization $P$, which excludes the linear dielectric response. The field $E$ is uniform and the response does not depend on rate. The saturated loop has the two branches

$$S_\pm(E)=P_s\tanh\frac{E\mp E_c}{2\delta},$$

with the upper sign for rising field and the lower sign for falling field. Here $P_s$ is the saturation polarization, $E_c>0$ the coercive field and $\delta>0$ a width. The remanence is $P_r=S_-(0)$.

Take $P_s=24$ µC/cm², $P_r=20$ µC/cm² and $E_c=1$ MV/cm, rough typical values for a 10 nm hafnium zirconium oxide film. Starting from positive saturation, the field falls to a first reversal point, rises to a second, and then cycles between them:

$$(E_1,P_1)=(-1.2,\,-5.6471),\qquad (E_2,P_2)=(1.0,\,9.1006),$$

in MV/cm and µC/cm².

(a) Find the scale $m$ and offset $b$ for which $P=mS(E)+b$ passes through both points, and plot the minor loop.

(b) Show which branch lies above the other, and find the zero crossings and the energy lost per cycle.

(c) Could $P_2$ have been chosen freely once $E_1$, $E_2$ and the history were given?

## A tempting solution

First find the width. At $E=0$ the falling branch gives $P_r=P_s\tanh(E_c/2\delta)$. Since $\operatorname{artanh}u=\tfrac12\ln[(1+u)/(1-u)]$,

$$\frac{E_c}{2\delta}=\frac12\ln\frac{P_s+P_r}{P_s-P_r},\qquad
\delta=\frac{E_c}{\ln[(P_s+P_r)/(P_s-P_r)]}=\frac{1}{\ln 11}=0.4170\ \text{MV/cm}.$$

The rising branch must satisfy

$$P_1=mS_+(E_1)+b,\qquad P_2=mS_+(E_2)+b .$$

Subtraction removes $b$. With $S_+(E_1)=-23.7557$ and $S_+(E_2)=0$ µC/cm²,

$$m=\frac{P_2-P_1}{S_+(E_2)-S_+(E_1)}=\frac{14.7477}{23.7557}=0.62081,\qquad b=P_2=9.1006\ \text{µC/cm²}.$$

Two unknowns have been found from two points. The loop now seems to be finished: draw $mS_++b$ for rising field and $mS_-+b$ for falling field, with the same $m$ and $b$.

## Where it fails

Evaluate the proposed falling curve at the reversal points, where $S_-(E_1)=-5.6471$ and $S_-(E_2)=23.6066$ µC/cm²:

$$0.62081(23.6066)+9.1006=23.76,\qquad 0.62081(-5.6471)+9.1006=5.59 .$$

The required values are $9.10$ and $-5.65$. The polarization would have to jump by about 14.7 µC/cm² at $E_2$ and by 11.2 µC/cm² at $E_1$, so the loop is open at both ends.

The rising branch is correct. The fault is the assumption that $m$ and $b$ belong to the loop. Because $S_-(E)=S_+(E+2E_c)$, using the same pair for both directions merely copies the rising curve and moves it by $2E_c$ to lower field. Nothing makes that copy pass through either point. The two points impose two conditions on each branch, so each branch needs its own pair.

## Right solution

### (a) Two pairs and the plot

For either direction, let $S$ be the matching saturation branch. The same subtraction gives

$$m=\frac{P_2-P_1}{S(E_2)-S(E_1)},\qquad b=P_1-mS(E_1). \tag{1}$$

Since $\tanh$ is strictly increasing, the denominator is nonzero for $E_1\neq E_2$ and the solution is unique. For $E_1<E_2$ and $P_1<P_2$, $m$ is positive.

If both fields lie in the same saturated tail, the denominator is small, and an error in $P_2-P_1$ is divided by that small number. Between the two points the curve stays between $P_1$ and $P_2$ because it is monotonic, but extrapolation from the tail into the steep part of $S$ multiplies the error and is unreliable.

The rising pair was found above. For the falling branch,

$$m_\downarrow=\frac{14.7477}{23.6066+5.6471}=0.50413,$$

$$b_\downarrow=-5.6471+0.50413(5.6471)=-2.8002\ \text{µC/cm²}.$$

The minor loop is therefore, in µC/cm²,

$$P_\uparrow=0.62081\,S_+(E)+9.1006,\qquad P_\downarrow=0.50413\,S_-(E)-2.8002 .$$

At zero field, for example, $S_\pm(0)=\mp20$ µC/cm², so $P_\uparrow=-3.316$ and $P_\downarrow=7.282$ µC/cm². Points for the plot are:

| $E$ (MV/cm) | $P_\uparrow$ (µC/cm²) | $P_\downarrow$ (µC/cm²) |
|---:|---:|---:|
| −1.2 | −5.647 | −5.647 |
| −0.8 | −5.406 | 0.047 |
| −0.4 | −4.796 | 4.659 |
| 0.0 | −3.316 | 7.282 |
| 0.4 | −0.085 | 8.484 |
| 1.0 | 9.101 | 9.101 |

The plotted loop, with $E$ across and $P$ upward, stands in the numerical output. The rising curve is still steep when it is stopped at $E_2=E_c$, the steepest point of $S_+$. The loop therefore has a sharp upper corner rather than a saturated tip.

### (b) Orientation, crossings and loss

Closure alone does not say which branch is higher. Define the completed fractions of the two branches,

$$u(E)=\frac{S_+(E)-S_+(E_1)}{S_+(E_2)-S_+(E_1)},\qquad
v(E)=\frac{S_-(E)-S_-(E_1)}{S_-(E_2)-S_-(E_1)} .$$

Both run from 0 to 1. By (1), $P_\uparrow=P_1+(P_2-P_1)u$ and $P_\downarrow=P_1+(P_2-P_1)v$. The slopes are $S_\pm'=(P_s/2\delta)\,\mathrm{sech}^2[(E\mp E_c)/2\delta]$, so their ratio is

$$r(E)=\frac{S_+'}{S_-'}=\frac{\cosh^2[(E+E_c)/2\delta]}{\cosh^2[(E-E_c)/2\delta]},$$

$$\frac{d\ln r}{dE}=\frac1\delta\left[\tanh\frac{E+E_c}{2\delta}-\tanh\frac{E-E_c}{2\delta}\right]>0 .$$

Thus $u'/v'=Kr$ with a positive constant $K$, and

$$(v-u)'=v'(1-Kr).$$

Here $v'>0$, while $1-Kr$ decreases strictly. The derivative of $v-u$ can change sign at most once, from plus to minus. Since $v-u$ vanishes at both ends, it must rise and then fall, so it is positive in between. Hence $P_\downarrow>P_\uparrow$ inside the loop.

Setting $mS+b=0$ and inverting $\tanh$ gives the crossings:

$$E_0=\pm E_c+2\delta\,\operatorname{artanh}\!\left(-\frac{b}{mP_s}\right).$$

The arguments are $-9.1006/14.899=-0.6108$ and $2.8002/12.099=0.2314$. With $2\delta=0.8341$ MV/cm,

$$E_{0\uparrow}=1-0.8341(0.7102)=0.408,\qquad E_{0\downarrow}=-1+0.8341(0.2357)=-0.803\ \text{MV/cm}.$$

They are 1.21 MV/cm apart, against $2E_c=2$ MV/cm for the saturated loop.

The work done on unit volume in one cycle is $\oint E\,dP$. Over a closed cycle $\oint d(EP)=0$, so this equals $-\oint P\,dE$. The rising part contributes $-\int P_\uparrow dE$ and the falling part $+\int P_\downarrow dE$, both integrals being taken from $E_1$ to $E_2$:

$$W=\int_{E_1}^{E_2}(P_\downarrow-P_\uparrow)\,dE .$$

Because $\tanh$ is the derivative of $\ln\cosh$, each branch gives

$$\int_{E_1}^{E_2}P\,dE=2\delta mP_s\ln\frac{\cosh[(E_2\mp E_c)/2\delta]}{\cosh[(E_1\mp E_c)/2\delta]}+b(E_2-E_1).$$

Since 1 MV/cm times 1 µC/cm² is 1 J/cm³, the values are

$$\int P_\uparrow dE=-24.228+20.021=-4.207,\qquad \int P_\downarrow dE=16.999-6.160=10.839\ \text{J/cm³},$$

and $W=15.05$ J/cm³.

For comparison, the full saturated loop consists of two curves of total height $2P_s$ displaced by $2E_c$. Its area is $4P_sE_c=96$ J/cm³. The minor loop dissipates about 16% of that.

### (c) The second polarization is not free

Equation (1) fits any two points with distinct fields. To use the history, we need a rule for reversals. We assume that after a reversal the new branch, again a scaled and shifted saturation branch, aims at the preceding reversal point. This is a model assumption: rate independence and the saturated loop do not imply it, and another hysteresis model can give a different $P_2$. For a real film it should be checked against measured minor loops. The rule also says that if the new branch passes the reversal point it aims at, the last two reversals are erased and the older branch resumes.

Positive saturation counts as a reversal at $E=+\infty$ with $P=P_s$. The first descent follows $S_-$, so $P_1=S_-(E_1)$. The next rising branch aims at $P_s$ at infinite field:

$$m_\uparrow=\frac{P_s-P_1}{P_s-S_+(E_1)}=\frac{29.6471}{47.7557}=0.62081,\qquad b_\uparrow=P_s(1-m_\uparrow)=9.1006\ \text{µC/cm²}.$$

This is the pair found in (a), but $P_2$ has not been used. It is simply the value of this branch at $E_2$.

To find the height in general, write

$$x=e^{E_1/\delta},\quad y=e^{E_2/\delta},\quad c=e^{E_c/\delta}=11,$$

and define the switched fractions $F=(1+S_+/P_s)/2$ and $G=(1+S_-/P_s)/2$. The identity $(1+\tanh a)/2=1/(1+e^{-2a})$ gives, with $z=e^{E/\delta}$,

$$F=\frac{z}{z+c},\qquad G=\frac{cz}{1+cz}.$$

Subscripts 1 and 2 mean evaluation at $E_1$ and $E_2$. For the history from positive saturation,

$$m_\uparrow=\frac{1-G_1}{1-F_1}=\frac{1/(1+cx)}{c/(x+c)}=\frac{x+c}{c(1+cx)},\qquad
F_2-F_1=\frac{c(y-x)}{(y+c)(x+c)} .$$

Since $S_+(E_2)-S_+(E_1)=2P_s(F_2-F_1)$, the height is

$$P_2-P_1=2P_sT(E_2,E_1),\qquad T=\frac{y-x}{(y+c)(1+cx)} . \tag{2}$$

With $x=0.05628$ and $y=11$, $T=10.944/35.619=0.30724$, and the height is $48T=14.75$ µC/cm², as supplied. A different $P_2$ could still be fitted by (1), but it would contradict the stated history under this rule.

Now start from negative saturation, rise to $E_2$ on $S_+$, and fall towards $-P_s$ at $E=-\infty$. Then

$$m_\downarrow=\frac{F_2}{G_2}=\frac{1+cy}{c(y+c)},\qquad G_2-G_1=\frac{c(y-x)}{(1+cy)(1+cx)} .$$

Their product is again $T$. The two histories give loops of equal height, although the loops may sit at different mean polarization.

The result extends to nested reversals. Suppose a falling branch from $E_0$ to $E_1$ has height $2P_sT(E_0,E_1)$. The calculation leading to (2) showed $T(E_0,E_1)=m_\uparrow(E_1)(F_0-F_1)$. The rising branch that aims back at $E_0$ therefore satisfies

$$P-P_1=2P_sT(E_0,E_1)\frac{F(E)-F_1}{F_0-F_1}=2P_sm_\uparrow(E_1)[F(E)-F_1]=2P_sT(E,E_1).$$

The same argument with $T=m_\downarrow(E_2)(G_2-G)$ covers falling branches. The saturated branches start the induction, because $T\to1-G$ as $y\to\infty$ and $T\to F$ as $x\to0$. An erasure returns the system to an older branch that is already covered.

### The Preisach model behind the rule

A Preisach model is a weighted set of two-state relays. Each switches up at $\alpha$ and down at $\beta\le\alpha$. After a descent to $E_1$, a rise to $E_2$ below the preceding maximum switches the relays with $E_1<\beta\le\alpha<E_2$. Their total weight must be $T(E_2,E_1)$. The weight density for $\alpha>\beta$ is therefore $-\partial^2T/\partial E_2\,\partial E_1$ at $E_2=\alpha$, $E_1=\beta$. The minus sign appears because raising $E_1$ removes relays.

From (2),

$$\frac{\partial T}{\partial y}=\frac{(y+c)-(y-x)}{(y+c)^2(1+cx)}=\frac{x+c}{(y+c)^2(1+cx)},$$

$$-\frac{\partial^2T}{\partial x\,\partial y}=-\frac{(1+cx)-c(x+c)}{(y+c)^2(1+cx)^2}=\frac{c^2-1}{(y+c)^2(1+cx)^2}.$$

But $dF/dy=c/(y+c)^2$ and $dG/dx=c/(1+cx)^2$. Returning to field variables multiplies both sides by the same factors, so

$$\mu(\alpha,\beta)=\left(1-e^{-2E_c/\delta}\right)F'(\alpha)\,G'(\beta),\qquad \alpha>\beta,$$

where primes now mean derivatives with respect to field. This density is positive.

Some weight remains on $\alpha=\beta$, where relays switch without hysteresis. Setting $y=x$ in $\partial T/\partial y$ gives its density in $x$, and its total is

$$\int_0^\infty\frac{dx}{(x+c)(1+cx)}
=\frac{1}{c^2-1}\left[\ln\frac{1+cx}{x+c}\right]_0^\infty
=\frac{2\ln c}{c^2-1}=\frac{4.796}{120}=4.00\%.$$

Thus the tanh rule with this history is a classical Preisach model with a small reversible part. That part supplies the whole slope immediately after a reversal, because the triangle of hysteretic relays has an area of second order in $E-E_1$. At $E_1$ the slope is $m_\uparrow S_+'(E_1)=0.36$ µC/cm² per MV/cm.

A direct relay sum tested the equivalence for successive reversals at −1.2, 1.0, −0.7, 0.5, −0.2, 0.3, −0.9, 1.4, −0.4, 0.6, −1.6 and 0.2 MV/cm, which include erasures. The largest difference from the tanh rule was 0.078 µC/cm² with a $250\times250$ grid of relays and 0.020 µC/cm² with $1000\times1000$.

Other S-shaped branches need not share this property. Replace $\tanh$ by an error function with the same $P_s$, $P_r$ and $E_c$, and cycle between 0 and 1 MV/cm. The height is 1.818 µC/cm² from positive saturation but 1.937 µC/cm² from negative saturation. For $\tanh$ both are 1.818. The first value agrees for the two functions because it uses $S_\pm(0)$ and $S_+(E_c)$, which were matched. The second also uses $S_-(E_c)$, which was not.

### What changes in a real capacitor

The material inputs here and below are rough or assumed.

- **Linear response.** With relative permittivity 30, the linear displacement changes by 5.84 µC/cm² between $E_1$ and $E_2$, 40% of the loop height. It must be subtracted from measured displacement before (1) is used.
- **Interface layer.** For a shorted stack with a 0.5 nm layer of permittivity 20, $P=9.10$ µC/cm² produces an opposing film field of 0.24 MV/cm, about a quarter of $E_c$. Here $P$ is held fixed for the estimate; a film that falls along $S_-$ from saturation settles in the shorted stack at 14.9 µC/cm², with 0.39 MV/cm in the film and 7.8 MV/cm in the layer. The parameters then describe one complete stack, and the rule in applied field can be a poor approximation. Suppose the film itself obeys the tanh rule and the applied field is the voltage divided by the total thickness. For the same two reversal fields, the rule applied to the stack's own saturated loop then predicts $P_2=10.1$ µC/cm², whereas the film reaches only 7.2 µC/cm². In this charge-free model the layer itself carries 4.8 MV/cm in the shorted state above, and about 16 MV/cm when 3 MV/cm is applied to the stack. A real oxide layer would be expected to leak, trap charge or break down before reaching the latter field, so these stack values only illustrate how the rule can fail. The breakdown margin given below does not cover such a layer.
- **Coercive field.** Real switching depends on rate and temperature. Raising $E_c$ by 10% at fixed $\delta$ and fixed reversal fields changes $P_1$ to −2.86 and $P_2$ to 8.90 µC/cm². The height falls by about 20%.
- **Imprint.** An internal bias of +0.1 MV/cm gives $P_1=-2.86$ and $P_2=12.09$ µC/cm². This mostly moves the loop upward.
- **Incomplete saturation.** If the film comes from negative saturation and is driven up to a film field of 3 MV/cm before the descent, the minor loop shifts rigidly by −0.15 µC/cm². In the stack above, 3 MV/cm applied gives only 2.35 MV/cm in the film, and for the same film reversal fields the shift is then about −0.7 µC/cm².

Leakage of $10^{-6}$ A/cm² for 0.5 ms adds $5\times10^{-4}$ µC/cm², which is negligible here. With an assumed heat capacity $C=2.8$ J/(cm³ K), the loss would heat a thermally isolated film by $W/C=5.4$ K per cycle. With an assumed thermal conductivity $\kappa=1$ W/(m K), however, the diffusion time $d^2C/\kappa$ across the thickness $d=10$ nm is only about 0.3 ns, so the heat passes to the electrodes well within a half cycle of 0.5 ms. The largest loop field is 30% of an assumed breakdown field of 4 MV/cm; the saturating field of 3 MV/cm is 75% of it. Wake-up and fatigue, which change the branch parameters during cycling, are not included.

## Calculated quantities

```
Ps 24.0, Pr 20.0 uC/cm2; Ec 1.00, delta 0.4170 MV/cm
reversal 1: E -1.20 MV/cm, P -5.6471 uC/cm2
reversal 2: E 1.00 MV/cm, P 9.1006 uC/cm2
rising: S(E1) -23.7557, S(E2) 0.0000 uC/cm2
rising: m 0.62081, b 9.1006 uC/cm2, P=0 at 0.4076 MV/cm
falling: S(E1) -5.6471, S(E2) 23.6066 uC/cm2
falling: m 0.50413, b -2.8002 uC/cm2, P=0 at -0.8034 MV/cm
loop height 14.7477 uC/cm2; loss 15.046 J/cm3 per cycle
reversible Preisach weight 4.00 %
relay minus affine, max: 0.0780 (n=250), 0.0204 (n=1000) uC/cm2
tanh height, 0 to 1.0 MV/cm: 1.8182 from +sat, 1.8182 from -sat, uC/cm2
erf height, 0 to 1.0 MV/cm: 1.8182 from +sat, 1.9374 from -sat, uC/cm2
saturating only to 3.0 MV/cm shifts loop -0.149 uC/cm2
linear displacement (eps 30) E1 to E2: 5.84 uC/cm2
0.5 nm layer (eps 20), 10 nm film: back field 0.239 MV/cm
Ec +10 %: P1 -2.86, P2 8.90 uC/cm2
imprint 0.1 MV/cm: P1 -2.86, P2 12.09 uC/cm2
leakage 1e-06 A/cm2 for 0.5 ms: 5.0e-04 uC/cm2
adiabatic heating 5.37 K per cycle (c 2.8 J/cm3K); cooling 0.28 ns
largest loop field / breakdown (4 MV/cm): 0.30
E (MV/cm)  P rising  P falling (uC/cm2)
   -1.20     -5.647     -5.647
   -1.00     -5.555     -2.800
   -0.80     -5.406      0.047
   -0.60     -5.170      2.595
   -0.40     -4.796      4.659
   -0.20     -4.211      6.200
    0.00     -3.316      7.282
    0.20     -1.983      8.010
    0.40     -0.085      8.484
    0.60      2.457      8.788
    0.80      5.595      8.980
    1.00      9.101      9.101
plot: P (uC/cm2) up, E from -1.20 to 1.00 MV/cm across
   9 |                                 dddddddddddR
   8 |                          ddddddd          u
   7 |                     ddddd                u
   6 |                   dd                   uu
   5 |                ddd                    u
   4 |              dd                      u
   3 |            dd                       u
   2 |           d                       uu
   1 |         dd                       u
   0 |        d                       uu
  -1 |      dd                      uu
  -2 |     d                     uuu
  -3 |    d                   uuu
  -4 |  dd               uuuuu
  -5 | d    uuuuuuuuuuuuu
  -6 |Ruuuuu
```
